# Variational bound on phonon thermal conductivity and Matthiessen's rule

## 1. Two channels in parallel

Suppose heat is carried by two independent channels. A temperature gradient drives channel $i$ with strength $X_i$, and collisions damp its response $f_i$ with coefficient $p_i>0$. In the steady state driving and damping balance, $p_if_i=X_i$. In suitable units the conductivity is

$$\kappa=X_1f_1+X_2f_2=\frac{X_1^2}{p_1}+\frac{X_2^2}{p_2}.$$

Take $X_1=X_2=1$ and two scattering mechanisms:

- Mechanism 1 has $p=(1,3)$, so $\kappa_1=1+\tfrac13=\tfrac43$ and $W_1=1/\kappa_1=\tfrac34$.
- Mechanism 2 has $p=(3,1)$, so $W_2=\tfrac34$ as well.
- With both present the damping coefficients add to $p=(4,4)$, so $\kappa=\tfrac14+\tfrac14=\tfrac12$ and $W=2$.

Matthiessen's rule, the addition of resistivities, predicts $W_1+W_2=\tfrac32$, which is too small. Under mechanism 1 alone most of the heat uses channel 1, and under mechanism 2 alone most of it uses channel 2. When both act, neither easy path remains.

The same example shows a bound. For mechanism 1, insert a guess $f$ into the quotient $(X_1f_1+X_2f_2)^2/(p_1f_1^2+p_2f_2^2)$. The guess $f=(1,1)$ gives $4/4=1$, below $\tfrac43$. The correct response $f=(1,\tfrac13)$ gives $(\tfrac43)^2/(1+\tfrac13)=\tfrac43$.

In a crystal, collisions also couple the channels, so the damping coefficients become a matrix. Both results survive if that matrix is symmetric and has no negative eigenvalue.

## 2. The linearized Boltzmann equation

Let $\lambda$ label phonon modes on a finite wavevector mesh in a volume $V$, with energy $\hbar\omega_\lambda$ and velocity component $v_\lambda$ along $x$. A small uniform gradient $g=-dT/dx>0$ is applied along a principal axis of the conductivity tensor. This must be a principal axis for each scattering mechanism alone and also for the mechanisms acting together, so that $W=1/\kappa$ is the resistivity in each case. The second condition does not follow from the first.

Write the occupation as

$$n_\lambda=n^0_\lambda+n^0_\lambda(n^0_\lambda+1)\frac{\phi_\lambda}{k_BT},\qquad n^0=\frac1{e^{y}-1},\quad y=\frac{\hbar\omega}{k_BT}.$$

Since $dn^0/dy=-e^y/(e^y-1)^2=-n^0(n^0+1)$ and $dy/dT=-\hbar\omega/(k_BT^2)$,

$$\frac{\partial n^0}{\partial T}=n^0(n^0+1)\frac{\hbar\omega}{k_BT^2}.$$

The steady Boltzmann equation is $v\,dn/dx=(\partial n/\partial t)_{\rm coll}$. To first order in $g$ its left side is $v(dT/dx)\,\partial n^0/\partial T=-gv\,\partial n^0/\partial T$. Write the linearized collision term as $-(P\phi)_\lambda/(k_BT)$, where the matrix $P$ is found in Section 3. Then

$$-g\,v\,n^0(n^0+1)\frac{\hbar\omega}{k_BT^2}=-\frac{P\phi}{k_BT}.$$

Multiplying by $-k_BT$ gives

$$P\phi=\frac gT X,\qquad X_\lambda=\hbar\omega_\lambda v_\lambda n^0_\lambda(n^0_\lambda+1).$$

With $\phi=(g/T)f$ the gradient drops out, leaving $Pf=X$.

The heat flux has no equilibrium part, because $\omega$ is even and $v$ is odd under reversal of the wavevector. With $\langle a,b\rangle=\sum_\lambda a_\lambda b_\lambda$,

$$J=\frac1V\sum_\lambda\hbar\omega v(n-n^0)=\frac{\langle X,\phi\rangle}{Vk_BT}=g\,\frac{\langle X,f\rangle}{Vk_BT^2}.$$

If $f^*$ solves $Pf^*=X$, then

$$\boxed{\kappa=\frac Jg=\frac{\langle X,f^*\rangle}{Vk_BT^2}}$$

## 3. Why $P$ is symmetric and positive semidefinite

**Three-phonon events.** Consider $1+2\leftrightarrow3$ with $\omega_1+\omega_2=\omega_3$. In the golden rule the forward and reverse processes share one squared matrix element, so the net forward rate is $\Gamma R$ with $\Gamma\ge0$ and

$$R=n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3.$$

Let $z=n/(n+1)$. Taking out a common factor,

$$R=(n_1+1)(n_2+1)(n_3+1)\,(z_1z_2-z_3).$$

At equilibrium $z^0=e^{-y}$, so energy conservation gives $z^0_1z^0_2=z^0_3$ and the bracket vanishes. To first order,

$$\delta z=\frac{\delta n}{(n^0+1)^2}=\frac{n^0}{n^0+1}\frac{\phi}{k_BT}=z^0\frac{\phi}{k_BT}.$$

The bracket is therefore $z^0_3(\phi_1+\phi_2-\phi_3)/(k_BT)$, and the prefactor may be taken at equilibrium:

$$R\simeq(n^0_1+1)(n^0_2+1)n^0_3\,\frac{\phi_1+\phi_2-\phi_3}{k_BT}.$$

**Elastic events.** For defect scattering between modes of equal frequency,

$$n_1(n_2+1)-(n_1+1)n_2=n_1-n_2=n^0(n^0+1)\frac{\phi_1-\phi_2}{k_BT}.$$

**The matrix.** Give each event $e$ a vector $s^e$ that lists the phonons it removes: $+1,+1,-1$ for modes 1, 2, 3, or $+1,-1$ for an elastic event. If modes 1 and 2 coincide, the entry is $+2$ and the counting factor is absorbed in $\Gamma$. The net rate is $w_e\langle s^e,\phi\rangle/(k_BT)$ with $w_e\ge0$, and mode $\lambda$ changes by $-s^e_\lambda$ per event. Comparison with $-P\phi/(k_BT)$ gives

$$P_{\lambda\mu}=\sum_e w_e s^e_\lambda s^e_\mu,\qquad \langle f,Pf\rangle=\sum_e w_e\langle s^e,f\rangle^2\ge0.$$

This is the required symmetry and positivity.

**Null vectors.** Energy conservation means $\langle s^e,\omega\rangle=0$ for every event, so $P\omega=0$. This does not prevent a solution of $Pf=X$: $X$ is odd in wavevector and $\omega$ is even, hence $\langle X,\omega\rangle=0$. For a symmetric matrix, $Pf=X$ is solvable when $X$ is orthogonal to all null vectors. Adding a null vector to $f^*$ then leaves $\kappa$ unchanged.

Normal events also conserve the wavevector sum, so $f=q$ is a null vector when they act alone. If $\langle X,q\rangle\neq0$, no steady state exists: projecting $Pf=X$ on $q$ would give $0=\langle q,X\rangle$. A drifting phonon gas carries heat and normal events cannot stop it.

## 4. The lower bound

Assume that $f^*$ exists, and let $f$ be any real trial function with $\langle f,Pf\rangle>0$. For every real $t$, positivity gives

$$0\le\langle f^*-tf,\,P(f^*-tf)\rangle=\langle f^*,X\rangle-2t\langle f,X\rangle+t^2\langle f,Pf\rangle.$$

Here $Pf^*=X$ was used in the first two terms, and the symmetry of $P$ was used to combine the cross terms. The right side is smallest at $t=\langle X,f\rangle/\langle f,Pf\rangle$, where the inequality reads

$$\langle X,f^*\rangle\ge\frac{\langle X,f\rangle^2}{\langle f,Pf\rangle}.$$

Dividing by $Vk_BT^2$,

$$\boxed{\kappa\ \ge\ \kappa[f]=\frac{\langle X,f\rangle^2}{Vk_BT^2\,\langle f,Pf\rangle}}$$

Equality requires $P(f^*-tf)=0$: the trial function is the solution up to a factor and a null vector. The bound refers to the conductivity belonging to the given $P$. It says nothing about errors in $P$ itself.

**Size of the error.** The quotient does not depend on the scale of $f$. If $\langle X,f\rangle\ne0$, rescale $f$ so that $\langle X,f\rangle=\langle X,f^*\rangle$ and put $f=f^*+\eta$. Then $\langle X,\eta\rangle=0$, the cross term $2\langle\eta,Pf^*\rangle=2\langle\eta,X\rangle$ vanishes, and

$$\kappa[f]=\frac{\kappa}{1+\varepsilon^2},\qquad \varepsilon^2=\frac{\langle\eta,P\eta\rangle}{\langle f^*,Pf^*\rangle}.$$

A trial error $\varepsilon=0.1$ lowers $\kappa$ by $0.01/1.01=0.99\%$.

**Several trial functions.** Let $f=\sum_ic_ig_i$, $b_i=\langle X,g_i\rangle$ and $A_{ij}=\langle g_i,Pg_j\rangle$, with $A$ positive definite. The quotient is $(b^{T}c)^2/(Vk_BT^2\,c^{T}Ac)$. The argument above, with $A$ and $b$ in place of $P$ and $X$, gives its maximum $b^TA^{-1}b/(Vk_BT^2)$ at $c=A^{-1}b$. Adding functions enlarges the set searched, so this maximum cannot decrease.

## 5. What is being minimized

The phonon entropy is $S=k_B\sum[(n+1)\ln(n+1)-n\ln n]$, so $\partial S/\partial n=k_B\ln[(n+1)/n]$. The derivative of this logarithm with respect to $n$ is $-1/[n(n+1)]$. Hence, to first order,

$$\frac{\partial S}{\partial n}=\frac{\hbar\omega}{T}-\frac{\phi}{T}.$$

Multiply by the collision term and sum over modes. The first part vanishes because collisions conserve energy. The second gives, to leading order,

$$\dot S_{\rm coll}=-\frac1T\Big\langle\phi,-\frac{P\phi}{k_BT}\Big\rangle=\frac{\langle\phi,P\phi\rangle}{k_BT^2}.$$

Now define the trial resistivity $W[f]=1/\kappa[f]=Vk_BT^2\langle f,Pf\rangle/\langle X,f\rangle^2$. It is unchanged if $f$ is replaced by $\phi$, and $\langle X,\phi\rangle=Vk_BTJ$, so

$$\dot S_{\rm coll}=\frac{V\,W[f]\,J^2}{T^2}.$$

Among distributions carrying a given heat flux $J$, the steady solution therefore produces the least entropy by collisions. The condition of fixed flux matters: without it the minimum would be equilibrium, with no production at all.

## 6. Matthiessen's rule

Let two mechanisms act independently, so that $P=P_1+P_2$, with the same modes, temperature and volume. Then $X$ is the same in all cases and, for every $f$ with $\langle X,f\rangle\neq0$,

$$W[f]=W_1[f]+W_2[f].$$

By Section 4 each resistivity is the lowest value of its functional. This also covers a mechanism with a null vector $u$ for which $\langle X,u\rangle\ne0$: then $W_i[u]=0$, and the resistivity is zero. For every trial function $W_1[f]\ge W_1$ and $W_2[f]\ge W_2$, hence $W[f]\ge W_1+W_2$. Minimizing the left side gives

$$\boxed{W\ \ge\ W_1+W_2}$$

Each mechanism alone may choose the distribution that suits it best. Together they must share one.

**Equality.** For finite positive $W_1$ and $W_2$, the sum is correct when the joint solution $f^*$ minimizes both functionals, that is, when $P_1f^*=\alpha X$ and $P_2f^*=(1-\alpha)X$ for some number $\alpha$ between 0 and 1. Otherwise Matthiessen's rule underestimates the resistivity.

**One mechanism dominant.** Replace $P_2$ by $cP_2$, and let $f_1$ and $f_2$ be solutions for each mechanism alone, with $W_1$ and $W_2$ finite and positive. Using $f_1$ as a trial function for the joint problem gives $W\le W_1+cW_2[f_1]$, so

$$0\le W-(W_1+cW_2)\le c\,(W_2[f_1]-W_2),$$

which vanishes as $c\to0$. Using $f_2$ instead bounds the same gap by $W_1[f_2]-W_1$, independent of $c$, while $W$ itself grows at least as $cW_2$. The relative error thus tends to zero at both ends and can be large in between.

**Limits of the result.** The proof needs additive collision operators and a common $X$. It does not cover defects that change the phonon frequencies or velocities, interference between the mechanisms, or heat transport outside the Boltzmann equation. It also concerns total resistivities. Adding scattering rates mode by mode is a different procedure: in Section 1 the rates were added in each channel, and that gave the correct $W=2$.

## 7. The relaxation-time formula is not a bound

Dropping the off-diagonal elements of $P$ gives $f_\lambda=X_\lambda/P_{\lambda\lambda}$ and

$$\kappa_{\rm RT}=\frac1{Vk_BT^2}\sum_\lambda\frac{X_\lambda^2}{P_{\lambda\lambda}}.$$

This is not $\kappa[f]$, since the full $P$ is missing from it. Take two modes $\pm q$ that scatter elastically into each other:

$$P=w\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad X=\begin{pmatrix}x\\-x\end{pmatrix}.$$

The solution is $f^*=X/(2w)$, because $PX=2wX$. Hence $\langle X,f^*\rangle=x^2/w$, whereas the relaxation-time sum is $2x^2/w$, too large by a factor of two. The same function $X/w$ placed in the variational quotient gives $(2x^2/w)^2/(4x^2/w)=x^2/w$, the correct value. So $\kappa_{\rm RT}$ is not a lower bound. The size of this overshoot is tied to the small number of modes. For $M$ modes of equal frequency that scatter evenly into one another, $P_{\lambda\lambda}=(M-1)w$ and $P_{\lambda\mu}=-w$; with $\sum_\lambda X_\lambda=0$ this gives $PX=MwX$, so the relaxation-time sum is too large by the factor $M/(M-1)$, which tends to one as $M$ grows. It is not an upper bound either: with normal events alone the sum is finite whenever every $P_{\lambda\lambda}>0$, while Section 3 shows that for $\langle X,q\rangle\neq0$ these events cannot stop the heat current, so the conductivity is unbounded.

## 8. A worked model

The model has 63 wavevectors $q=2\pi m/(Na)$ along a chain direction, with $N=63$ and $a=10$ bohr. There are two branches, $\hbar\omega=|m|\Delta$ and $2|m|\Delta$, with $\Delta=2\times10^{-5}$ hartree. Removing $m=0$ leaves 124 modes. The cross-section is 100 bohr², and $k_BT=10^{-3}$ hartree, or 316 K. Integer frequencies allow exact conservation of energy and crystal momentum. All such three-phonon events are included, with $\Gamma=10^{-6}\,\omega_1\omega_2\omega_3/\omega_r^3$ (halved when modes 1 and 2 coincide), together with elastic exchange between every pair of modes of equal frequency, with $\Gamma=10^{-5}\,\omega^2/\omega_r^2$. Both rates are in atomic units, and $\hbar\omega_r=10^{-3}$ hartree. These two prefactors set the absolute size of $\kappa$ and the relative strength of the two mechanisms. The parameters represent no particular material, and no limit of infinitely many wavevectors is implied. The numbers below belong to $N=63$ only: the four modes with $|m|=1$ carry 61% of $\kappa$, and with velocities and rate prefactors held fixed, $N=31,\,47,\,63,\,95$ give $\kappa=0.0115,\,0.0150,\,0.0175,\,0.0213$ atomic units and a shortfall of Matthiessen's rule of $22,\,28,\,18,\,39\%$.

The numerical check checks $P$ against numerical derivatives of the nonlinear collision term. It also obtains $\kappa$ from the heat flux of the nonlinear steady state, which agrees with the linear solution: $\kappa=0.01753$ atomic units, or 189 W/(m K).

**Trial functions.** With all collisions present, the quotient gives these fractions of $\kappa$:

- drift, $f=q$: 0.113
- constant lifetime, $f=\omega v$: 0.095
- single-mode, $f=X_\lambda/P_{\lambda\lambda}$: 0.981
- $\operatorname{sgn}(m)$ times a polynomial in $|m|$, chosen separately on each branch: 0.478 with 2 functions (degree 0), 0.916 with 10 (degree 4), 0.982 with 18 (degree 8)

All lie below one, but a lower bound can be poor. For the single-mode trial, $\varepsilon^2=1/0.981-1\approx0.02$, so its error is $\varepsilon\approx0.14$ while $\kappa$ is low by 1.9%. The relaxation-time formula built from the same function gives 0.02012 atomic units, 15% above $\kappa$. The sign of this error is special to the model, which has only two or four modes at each frequency (Section 7): for defects alone the formula is 71% too high, and for three-phonon scattering alone it is 38% too low.

**Adding resistivities.** In atomic units, three-phonon scattering alone gives $W_1=18.60$ and defects alone give $W_2=28.04$. Then

$$W_1+W_2=46.64,\qquad W=57.05.$$

The rule falls short by $10.42$, which is 18% of the true resistivity. In terms of conductivity it predicts 231 W/(m K) instead of 189 W/(m K). At the joint solution the two parts of $W[f^*]$ are 26.85 and 30.21. Each exceeds its separate minimum, by 8.25 and 2.17, and these excesses add up to the shortfall.

Multiplying the defect rates by $0.01,\,0.1,\,1,\,10,\,100$ changes the underestimate to $3.5,\,16.6,\,18.3,\,4.3,\,0.5\%$ of the true $W$. It is small at both ends, as derived in Section 6.

**Normal and umklapp events.** Normal events alone have $W=0$, as the drift argument requires. In this model umklapp events alone also have $W=0$: there are only 38 of them, and the program finds that $X$ overlaps their null space. Together the two sets give $18.60$, although Matthiessen's rule predicts zero. Normal events also raise the resistivity of the defects from 28.04 to 56.32, about a factor of two. They offer no resistance of their own, but they penalize the distribution that would best avoid the defects.

## Numbers as computed

```
wavevectors N = 63, modes kept = 124
lattice constant = 10.0 bohr, cross-section = 100.0 bohr^2
frequency step = 2.0e-05 hartree, reference = 1.0e-03 hartree
temperature = 1.0e-03 hartree = 315.8 K
rate scales: three-phonon 1.0e-06, defect 1.0e-05 a.u.
branch speeds = 0.00201, 0.00401 a.u.
top frequencies = 6.20e-04, 1.24e-03 hartree
events: normal 994, umklapp 38, elastic 122
null vectors: normal 2, umklapp 86, both 1, defects 47
operator vs numerical derivative, relative error = 5.3e-14
kappa from linear solution = 0.0175274 a.u.
kappa from nonlinear steady flux = 0.0175274 a.u.
entropy production / (V kappa g^2/T^2) = 1.0000004
Trial kappa (a.u.) and fraction of full kappa:
  drift f = q: 0.001977, 0.11279
  constant lifetime f = omega*v: 0.001665, 0.09499
  single-mode f = X/P_diag: 0.017189, 0.98067
  best of 800 random trials: 0.017526, 0.99994
Polynomial trials: degree, functions, kappa (a.u.), fraction:
  0, 2, 0.008378, 0.47798
  1, 4, 0.010281, 0.58658
  2, 6, 0.013562, 0.77375
  4, 10, 0.016064, 0.91649
  8, 18, 0.017208, 0.98177
kappa deficit for trial error 0.2: 3.846 %
kappa deficit for trial error 0.1: 0.990 %
relaxation-time formula, all collisions = 0.020122 a.u.
defects only: relaxation-time 0.060831, full 0.035663 a.u.
W three-phonon alone = 18.59526 a.u.
W defects alone = 28.04022 a.u.
Matthiessen sum = 46.63548 a.u.
W true total = 57.05339 a.u.
shares of W at joint solution: 26.84681, 30.20658 a.u.
W normal alone = 0.0, umklapp alone = 0.0 a.u.
W normal + defects = 56.31757 a.u.
Defect factor, true W, Matthiessen W (a.u.), underestimate (%):
  0.01, 19.56589, 18.87566, 3.528
  0.1, 25.65623, 21.39928, 16.592
  1, 57.05339, 46.63548, 18.260
  10, 312.34206, 298.99747, 4.272
  100, 2836.46342, 2822.61738, 0.488
equality case, true W / Matthiessen W = 1.000000000
true kappa = 189.054 W/(m K)
Matthiessen kappa = 231.287 W/(m K)
```
